Harmonically mapped averaging of the anharmonic energy of a classical crystal

**1. One oscillator**

Take one classical particle in the potential U = Kx²/2 at temperature T, and write β = 1/kT. The distribution of x is Gaussian with ⟨x²⟩ = kT/K and ⟨x⁴⟩ = 3(kT/K)². Hence

⟨U⟩ = kT/2,

Var(U) = (K²/4)(⟨x⁴⟩ − ⟨x²⟩²) = (kT)²/2.

A simulation that averages U must therefore average out a fluctuation larger than the mean, although the answer kT/2 is known beforehand. The force F = −Kx supplies what is needed to remove this noise:

U + Fx/2 = Kx²/2 − Kx²/2 = 0.

This holds at every x. Now add a quartic term, U = Kx²/2 + gx⁴ with g > 0. The force becomes −Kx − 4gx³, and

U + Fx/2 = gx⁴ − 2gx⁴ = −gx⁴.

The quadratic part has again dropped out. What remains is small when the anharmonicity is small. Its mean is the difference between ⟨U⟩ and kT/2, as is now shown for a crystal.

**2. Statement and conventions**

A crystal of N atoms in d dimensions has a fixed cell and potential energy U(R + u), where R is a lattice configuration on which no forces act and u collects the displacements. The forces are F = −∇U, and F·u is summed over all atoms and directions. Let U0 = U(R). Nuclei are classical, so nuclear quantum effects are left out, and averages are canonical.

The energy of a periodic crystal does not change under a uniform translation. That leaves n = d(N − 1) configurational degrees of freedom, assumed to have positive harmonic stiffness. The anharmonic energy is defined as

U_ah = ⟨U⟩ − U0 − n kT/2.

The result is

U_ah = ⟨U − U0 + F·u/2⟩. (1)

I call the quantity in the brackets the mapped estimator, G. The plain estimator is U − U0 − n kT/2. Both have the same mean, but their variances differ.

**3. Derivation by scaling the displacements**

Describe the displacements without translation by n orthonormal coordinates q_a, with u = Σ_a e_a q_a. Since ∂U/∂q_a = −F·e_a,

Σ_a q_a ∂U/∂q_a = −F·u. (2)

The configurational integral is Z(β) = ∫ dⁿq exp(−βU), and ⟨U⟩ = −∂ln Z/∂β. In a harmonic crystal every displacement grows as the square root of the temperature. This suggests the change of variables q = β^(−1/2) y, whose Jacobian is β^(−n/2):

ln Z = −(n/2) ln β + ln ∫ dⁿy exp[−βU(β^(−1/2) y)].

The integration runs over all space, so its limits do not depend on β. At fixed y,

∂q_a/∂β = −(1/2) β^(−3/2) y_a = −q_a/(2β).

The exponent therefore changes at the rate

∂(βU)/∂β at fixed y = U + β Σ_a (∂U/∂q_a)(−q_a/(2β))
= U − (1/2) Σ_a q_a ∂U/∂q_a
= U + F·u/2,

where the last step uses (2). Differentiating ln Z and changing its sign gives

⟨U⟩ = n kT/2 + ⟨U + F·u/2⟩.

Subtracting U0 + n kT/2 from both sides gives (1). No expansion in the anharmonicity was made: the harmonic crystal served only to choose the variables.

Simulated atoms may drift together. If every displacement contains the same vector t, then F·u changes by t·ΣF, which is zero because U is translation invariant. The drift need not be removed from u, but the translation must still be left out of n. Counting it would shift the harmonic energy by d kT/2.

**4. The boundary condition, and how the result fails**

A second derivation shows which condition is hidden in "all space". Let the average be restricted to a region Ω around the lattice configuration. From (2),

Σ_a ∂/∂q_a [q_a exp(−βU)] = (n + βF·u) exp(−βU).

Integrate over Ω, apply the divergence theorem to the left side, and divide by Z, now also taken over Ω:

B = n + β⟨F·u⟩, with B = (1/Z) ∮ exp(−βU) q·dS.

Thus ⟨F·u⟩ = −n kT + kT B, and

⟨G⟩ = U_ah + kT B/2. (3)

Equation (1) requires B = 0. This is satisfied if the Boltzmann factor makes the surface term vanish at infinity. A real crystal is often only a basin of the full energy surface, since atoms can change places or leave. B is then small as long as the boundary is rarely reached.

A single coordinate with U = A(1 − cos x), restricted to −π < x < π, shows the size of the effect. At both ends U = 2A, and the outward flux of x is π + π = 2π. The integral is Z = 2π exp(−A/kT) I0(A/kT), with I0 the modified Bessel function. Therefore

B = 2π exp(−2A/kT)/Z = exp(−A/kT)/I0(A/kT),

and the mapped estimator is too high by kT B/2. For A/kT ≫ 1, I0(z) ≈ exp(z)/√(2πz), so the bias approaches (kT/2)√(2πA/kT) exp(−2A/kT). The exponent contains the barrier height 2A. With A = 5000 µHa the bias is 0.12 µHa at kT = 1000 µHa, but 25 µHa at kT = 2000 µHa. Doubling the temperature has raised it about two hundredfold.

If an atom hops among a bounded set of basins, as in a double well, measuring its displacement from the old site does not in itself bias the mean. The derivation of (3) holds for any canonically sampled region, wherever the reference lies, so (1) remains valid as long as the term on the outer boundary is negligible. But the force is now multiplied by the long vector between the sites, and this noise can make the variance of G larger than that of U. Moreover, U_ah then describes all the basins visited, not the original one alone.

A periodic energy surface has no such outer boundary. In the cosine model a region of m periods multiplies both the flux and Z by m, so B is the same as for one period. A coordinate that keeps hopping and is followed continuously diffuses and samples no bounded region. The variance of G then grows with the length of the run, and its mean can be biased by an amount that depends on the dynamics. For overdamped Brownian motion with free diffusion constant D0, d⟨x²⟩/dt = 2D0(1 + β⟨Fx⟩). At long times this equals 2D, with D the diffusion constant in the potential, so the bias is (kT/2)D/D0. For the cosine, D/D0 = 1/I0(A/kT)², which gives 92 µHa at kT = 2000 µHa, well above the 25 µHa of a single basin. The mapped estimator is meant for runs in which atoms stay at their sites.

**5. Why the variance vanishes in the harmonic limit**

Expand the energy in homogeneous terms, U − U0 = U2 + U3 + U4 + …, where U_m has degree m in u. There is no linear term because R is force-free. Euler's theorem for homogeneous functions gives u·∇U_m = mU_m, so the force from U_m contributes −mU_m to F·u. Hence

G = Σ_m (1 − m/2) U_m = −U3/2 − U4 − (3/2)U5 − … (4)

For a harmonic crystal only U2 is present, and its factor is zero. G is then zero at every configuration, and

Var(G) = 0.

The plain estimator behaves differently. In normal coordinates the harmonic energy is a sum of n independent terms like the oscillator of section 1, so Var(U) = n(kT)²/2.

The factor 1/2 can be tested against alternatives. By ⟨F·u⟩ = −n kT, the quantity

E_c = U − U0 + c(F·u + n kT)

has mean ⟨U⟩ − U0 for any constant c. In the harmonic crystal F·u = −2(U − U0), so

E_c = (1 − 2c)(U − U0) + c n kT,

Var(E_c) = (1 − 2c)² n(kT)²/2.

This vanishes at c = 1/2 and at no other value. With anharmonicity, write W = F·u. Then

Var(E_c) = Var(U) + 2c Cov(U,W) + c² Var(W),

and setting the derivative with respect to c to zero gives

c* = −Cov(U,W)/Var(W). (5)

The best coefficient at finite temperature thus need not be 1/2.

The choice of R matters as well. Let w be the displacement from the force-free configuration, K the Hessian, and let the reference be moved by δ. The forces still belong to the actual configuration, F = −Kw, but the measured displacement is w − δ. With U0 kept at its force-free value, the harmonic estimator becomes

wᵀKw/2 − (Kw)ᵀ(w − δ)/2 = δᵀKw/2 = −F·δ/2.

Its mean is zero, so no bias arises. Its variance follows from ⟨wwᵀ⟩ = kT K⁻¹, with the inverse taken in the space without translation:

Var = (1/4) δᵀK (kT K⁻¹) Kδ = kT δᵀKδ/4. (6)

In a harmonic crystal a poorly relaxed reference therefore costs efficiency. With cubic terms, and where symmetry does not fix the sites, a small shift can instead lower the variance, because −F·δ/2 may cancel part of the fluctuation of −U3/2. If U0 is also evaluated at the displaced reference, the result acquires a constant error too.

**6. Low temperatures with anharmonicity present**

Let ⟨…⟩₀ be the average over the harmonic distribution. There u scales as (kT)^(1/2), so U_m scales as (kT)^(m/2). To first order in the cubic term the full distribution is the harmonic one times 1 − βU3; the normalization is unchanged because ⟨U3⟩₀ = 0 by symmetry. Using (4),

U_ah = ⟨(−U3/2 − U4)(1 − βU3)⟩₀ + …
= (β/2)⟨U3²⟩₀ − ⟨U4⟩₀ + O(T³). (7)

The omitted terms of order T^(5/2) are odd in u and average to zero. Both terms kept are proportional to T².

The free energy gives a check of the signs. Its cumulant expansion to the same order is F_ah = ⟨U4⟩₀ − (β/2)⟨U3²⟩₀, which is proportional to T². Hence U_ah = F_ah − T dF_ah/dT = −F_ah, in agreement with (7). A positive quartic term lowers the mean potential energy below the harmonic value, while a cubic term raises it at this order. The quartic case can be seen from ⟨F·u⟩ = −n kT. With only U2 and U4 present this reads 2⟨U2⟩ + 4⟨U4⟩ = n kT, so ⟨U2⟩ lies 2⟨U4⟩ below n kT/2. The quartic energy itself gives back only ⟨U4⟩, and the sum lies ⟨U4⟩ below the harmonic value.

The variance follows in the same way. The square of the mean is of order T⁴, and the corrections of order T^(7/2) are odd, so

Var(G) = ⟨U3²⟩₀/4 + O(T⁴). (8)

This falls as T³, compared with T² for Var(U). If U3 is absent, the leading term is Var₀(U4), which falls as T⁴.

The number M of independent samples needed for a relative standard error ε in U_ah is

M = Var/(εU_ah)². (9)

Provided that the T² coefficient of U_ah is not zero, M grows as T²/T⁴ = T⁻² for the plain estimator. For the mapped one it grows as T³/T⁴ = T⁻¹, or tends to a constant without a cubic term. Even with mapping, a crystal with cubic terms needs more samples on cooling for the same relative error, because the quantity sought shrinks faster than its noise.

**7. A chain with explicit formulas**

Consider a periodic chain of N atoms with bond extensions r_i = u_(i+1) − u_i and bond energy

v(r) = kr²/2 − ar³/3 + br⁴/4.

In this section and the next, k standing alone is the bond stiffness, while kT remains the thermal energy. Here U0 = 0, n = N − 1, and periodicity imposes Σr_i = 0. The force on atom i is F_i = v′(r_i) − v′(r_(i−1)). Relabelling the second term of the sum gives

F·u = Σ_i v′(r_i)(u_i − u_(i+1)) = −Σ_i r_i v′(r_i).

With r v′ = kr² − ar³ + br⁴, the mapped estimator is

G = Σ_i [v(r_i) − r_i v′(r_i)/2] = Σ_i (ar_i³/6 − br_i⁴/4).

For the harmonic averages put s = kT/k and h = 1 − 1/N. The constrained Gaussian extensions can be generated by drawing N independent numbers of variance s and subtracting their mean. Their covariances are

C_ii = sh, C_ij = −s/N for i ≠ j.

Counting Gaussian pairings gives ⟨r_i⁴⟩₀ = 3C_ii² and ⟨r_i⁶⟩₀ = 15C_ii³. For different bonds, either one pair joins the two bonds, in 3 × 3 ways, or all three pairs do, in 3! ways:

⟨r_i³r_j³⟩₀ = 9C_ii C_jj C_ij + 6C_ij³.

Sum over N equal-bond terms and N(N − 1) unequal ones, using (N − 1)/N = h:

⟨(Σr³)²⟩₀ = Ns³[15h³ − 9h³ − 6h/N²]
= 6Ns³h(h² − 1/N²)
= 6Ns³h(1 − 2/N).

The last line follows from h − 1/N = 1 − 2/N and h + 1/N = 1. Since U3 = −(a/3)Σr³ and U4 = (b/4)Σr⁴,

⟨U3²⟩₀ = (2/3)a²Ns³h(1 − 2/N), ⟨U4⟩₀ = (3/4)bNs²h².

For N = 2 the cubic average vanishes, as it must: the extensions are opposite and their cubes cancel. Inserting these averages into (7), with s/kT = 1/k, gives

U_ah ≈ Ns²h[a²(1 − 2/N)/(3k) − (3/4)bh]. (10)

From (8), Var(G) ≈ (a²/6)Ns³h(1 − 2/N). Dividing n(kT)²/2 by this, with Nh = n, gives

Var(U)/Var(G) ≈ 3k³/[a²kT(1 − 2/N)]. (11)

At leading order the gain rises as 1/T and approaches a constant for long chains.

Reference values beyond leading order can be computed by writing the constraint as a Fourier integral. Define φ(p) = ∫dr exp[−βv(r) + ipr], and φ_f(p) as the same integral with an extra factor f(r). For any sum over bonds,

⟨Σ_i f(r_i)⟩ = N ∫dp φ^(N−1) φ_f / ∫dp φ^N.

Second moments have N terms with two functions on the same bond and N(N − 1) terms with them on different bonds. Numerical quadrature then gives the means and variances of the model without a low-temperature expansion. These are called the quadrature values below.

**8. Worked example**

Take N = 8, k = 0.1 Ha/bohr², a = 0.1 Ha/bohr³, b = 0.1 Ha/bohr⁴ and kT = 1000 µHa, which corresponds to 315.8 K. These are round model parameters. Then s = 0.001/0.1 = 0.01 bohr² and h = 7/8. Equation (10) gives

Ns²h = 8 × 10⁻⁴ × 0.875 = 7.0 × 10⁻⁴ bohr⁴,

U_ah ≈ 7.0 × 10⁻⁴ × (0.0250 − 0.0656) Ha = −28.4 µHa.

The quadrature value of ⟨U⟩ is 3471.0 µHa, against a harmonic energy of 7 × 1000/2 = 3500 µHa. Thus U_ah = −29.0 µHa, or −0.789 meV. The leading law is about 2 per cent smaller in magnitude. The quadrature mean of F·u is −7000 µHa, equal to −n kT.

The standard deviation is 1855 µHa for U and 87.9 µHa for G, a variance ratio of 445. Equation (11) predicts 3 × 10⁻³/(10⁻² × 10⁻³ × 0.75) = 400. For a standard error of 1 per cent of U_ah, or 0.29 µHa, equation (9) requires

plain: (1855/0.290)² ≈ 4.1 × 10⁷ independent samples,

mapped: (87.9/0.290)² ≈ 9.2 × 10⁴ independent samples.

The best coefficient from (5) is c* = 0.491. It lowers the standard deviation from 87.9 to 80.7 µHa, which reduces the variance by about 16 per cent. Most of the gain is already present at c = 1/2.

On cooling to kT = 62.5 µHa the variance ratio rises to 6459, while (11) gives 6400. The difference between the two ratios is 45 at the highest temperature and settles near 59.5 on cooling. This is the expected pattern: the leading relative corrections to both variances are proportional to T, and multiplied by a ratio proportional to 1/T they leave a constant at low temperature. The fitted low-temperature exponents of Var(G) are 3.00 with the cubic term and 4.00 without it.

The cost of a bad reference follows from (6). In the harmonic chain, moving one reference site by 0.05 bohr gives δᵀKδ = 2 × 0.1 × 0.05² = 5 × 10⁻⁴ Ha. The standard deviation is then √(10⁻³ × 5 × 10⁻⁴/4) Ha = 354 µHa, four times that of G in the anharmonic chain with the correct reference.

Successive configurations in a simulation are correlated, so the variance ratio alone does not fix the saving. A Metropolis simulation with 1000 independent walkers and 3000 measured sweeps each gave

plain: U_ah = −27.9 ± 2.2 µHa,

mapped: U_ah = −28.99 ± 0.09 µHa,

where the uncertainties are standard errors. Both agree with the quadrature value. The statistical inefficiency, the number of sweeps equivalent to one independent sample, is estimated from the scatter of the walker means as 4.4 for the plain and 3.0 for the mapped estimator. The saving in run length at equal error is then 445 × 4.39/2.96 ≈ 660 in this run, more than the variance ratio. These estimates are themselves noisy, and another random sequence can change the saving by 10 per cent or more. This factor belongs to this chain and this sampling method. It counts sweeps, not computing time: molecular dynamics has the forces already, whereas a Monte Carlo program must evaluate them for each measurement.

**9. Points for implementation**

Relax the lattice in the same cell and with the same energy settings as the simulation, and store R and U0. Follow each atom continuously across periodic boundaries, so that u does not jump by a cell vector. At each measurement accumulate U − U0 + F·u/2, with F taken at the current configuration. Obtain the error from independent runs or from blocks many times longer than the correlation time; blocks only slightly longer give too small an error.

The forces must be the negative derivatives of the energy that is sampled. If the sampling follows U but the computed force is F + ΔF, the estimator acquires the bias ⟨ΔF·u⟩/2, which longer sampling does not remove. Accumulating F·u separately gives a useful diagnostic: its mean should equal −n kT within its statistical error. A deviation can indicate inconsistent forces, a wrong n, a wrong temperature or a boundary contribution. The check is coarse: near the harmonic limit F·u/2 fluctuates about as much as U, so a bias well above the error bar of the mapped result can remain hidden in this noise. Nor does agreement prove the forces right: if faulty forces are the gradient of some other energy and also drive the dynamics, the mean is still −n kT.

The mapped estimator is also less sensitive to a small temperature error. Suppose the run samples the canonical distribution at T′ instead of the intended T. The plain estimator, which subtracts n kT/2, then has the error

n k_B(T′ − T)/2 + U_ah(T′) − U_ah(T),

where k_B is Boltzmann's constant. The mapped estimator has only the last two terms. In the example, a temperature 1 per cent too high shifts the harmonic part by 35 µHa, more than the whole anharmonic energy. By the T² law, U_ah itself changes by about 2 per cent, or 0.6 µHa.

The numerical output below lists the full temperature series and the remaining values.

Values computed for the example and the checks

```
atoms N = 8, degrees of freedom n = 7
k = 0.1 Ha/bohr^2, a = 0.1 Ha/bohr^3, b = 0.1 Ha/bohr^4
kT = 1000 uHa, temperature = 315.8 K
rms free-bond extension sqrt(kT/k) = 0.100 bohr
harmonic energy n kT/2 = 3500.0 uHa
exact mean potential energy = 3471.003 uHa
exact mean F.u = -7000.000 uHa
exact anharmonic energy = -28.997 uHa = -0.7891 meV
standard deviation, plain U = 1855.2 uHa
standard deviation, mapped = 87.92 uHa
variance ratio plain/mapped = 445.2
independent samples for 1% error, plain = 4.093e+07
independent samples for 1% error, mapped = 9.193e+04
best coefficient c = 0.49073, standard deviation there = 80.66 uHa
Temperature series (exact | leading low-temperature law):
kT 1000.000 uHa: U_ah -28.99747 | -28.43750 uHa
  std plain 1855.168, mapped 87.92178 | 93.54143 uHa; ratio 445.2 | 400.0
kT 250.000 uHa: U_ah -1.78859 | -1.77734 uHa
  std plain 466.747, mapped 11.46814 | 11.69268 uHa; ratio 1656.4 | 1600.0
kT 62.500 uHa: U_ah -0.11127 | -0.11108 uHa
  std plain 116.867, mapped 1.45418 | 1.46158 uHa; ratio 6458.8 | 6400.0
kT 15.625 uHa: U_ah -0.00695 | -0.00694 uHa
  std plain 29.228, mapped 0.18246 | 0.18270 uHa; ratio 25659.3 | 25600.0
kT 3.906 uHa: U_ah -0.00043 | -0.00043 uHa
  std plain 7.308, mapped 0.02283 | 0.02284 uHa; ratio 102459.5 | 102400.0
mapped variance exponent in T, with cubic term = 2.9997
mapped variance exponent in T, no cubic term = 3.9996
harmonic chain, 200000 samples at kT = 1000 uHa:
  largest |U + F.u/2| = 5.2e-12 uHa (rounding)
  standard deviation for c = 0: 1879.0 uHa
  standard deviation for c = 1/4: 939.5 uHa
  one reference site moved by 0.05 bohr: sampled std 353.2, formula 353.6 uHa
cosine basin, A = 5000 uHa:
  kT = 1000 uHa: boundary bias = 0.1237 uHa
  kT = 2000 uHa: boundary bias = 24.9511 uHa
Metropolis: 1000 walkers, 300 + 3000 sweeps, acceptance 0.511
  plain: U_ah = -27.886 +/- 2.245 uHa, statistical inefficiency 4.39 sweeps
  mapped: U_ah = -28.985 +/- 0.087 uHa, statistical inefficiency 2.96 sweeps
  run-length saving from squared errors = 661
```
